# The Retarded Two-Atom Dispersion Potential from the Dyadic Green Function: verification in Python

```python
"""
Retarded dispersion energy of two isotropic ground-state atoms.

Result under test (Hartree atomic units, polarizabilities in bohr^3):
  U(R) = -1/(pi R^6) * integral_0^inf du alphaA(iu) alphaB(iu)
         * exp(-2x) (3 + 6x + 5x^2 + 2x^3 + x^4),   x = u R / c
R: separation, u: imaginary frequency, c: speed of light.
Model atoms have one transition each:
  alpha(iu) = alpha0 w^2 / (w^2 + u^2).
G is the dyadic Green function: electric field per unit dipole.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
alpha0 = (10.0, 40.0)
w = (0.5, 0.25)


def polynomial(x):
    return 3 + 6*x + 5*x**2 + 2*x**3 + x**4


def alpha(atom, u):
    return alpha0[atom] * w[atom]**2 / (w[atom]**2 + u**2)


def potential(R):
    scale = 1.0 / (1.0 / min(w) + R / c)

    def integrand(t):
        u = scale * t
        x = u * R / c
        if x > 300:
            return 0.0
        return alpha(0, u) * alpha(1, u) * np.exp(-2*x) * polynomial(x)

    value = quad(integrand, 0, np.inf, epsabs=0, epsrel=1e-11,
                 limit=500)[0]
    return -scale * value / (np.pi * R**6)


# --- Green dyadic: Maxwell equation and trace, by differentiation ---
X = sp.symbols("x y z", real=True)
kappa = sp.symbols("kappa", positive=True)
r = sp.sqrt(sum(q**2 for q in X))
f = sp.exp(-kappa * r) / r
G = sp.Matrix(3, 3, lambda i, j: sp.diff(f, X[i], X[j])
              - (kappa**2 * f if i == j else 0))
point = {X[0]: 1, X[1]: 2, X[2]: 2}      # distance 3 from the source
for j in (0, 1):
    divergence = sum(sp.diff(G[m, j], X[m]) for m in range(3))
    for i in range(3):
        laplacian = sum(sp.diff(G[i, j], X[m], 2) for m in range(3))
        residual = (sp.diff(divergence, X[i]) - laplacian
                    + kappa**2 * G[i, j])
        assert sp.simplify(residual.subs(point)) == 0
G_point = G.subs(point)
trace = (G_point * G_point).trace()
reduced = trace * 3**6 * sp.exp(6 * kappa) / 2
assert sp.simplify(reduced - polynomial(3 * kappa)) == 0

# Retardation lowers the weight at every x > 0.
xs = sp.symbols("xs", positive=True)
slope = sp.diff(sp.exp(-2*xs) * polynomial(xs), xs) * sp.exp(2*xs)
assert sp.simplify(slope + 2*xs*(1 + 2*xs + xs**3)) == 0

# --- Green dyadic from the sum over transverse field modes ---
# q = k R; angular averages of the polarization sum are done numerically.
# A Gaussian cutoff exp(-s2 q^2) makes the sums converge.
s2_min = 0.001
q_max = 6.5 / np.sqrt(s2_min)
node, weight = np.polynomial.legendre.leggauss(400)
q = 0.5 * q_max * (node + 1)
dq = 0.5 * q_max * weight
mu, dmu = np.polynomial.legendre.leggauss(240)
phase = np.cos(np.outer(q, mu))
angular_par = phase @ (0.5 * dmu * (1 - mu**2))
angular_perp = phase @ (0.25 * dmu * (1 + mu**2))
x_test = 1.3
# Smearing multiplies the outside field by exp(s2 x^2); undo that factor.
kernel = (2/np.pi) * dq * q**4 / (q**2 + x_test**2)
kernel = kernel * np.exp(-s2_min * (q**2 + x_test**2))
mode_par = kernel @ angular_par
mode_perp = kernel @ angular_perp
closed_par = 2 * (1 + x_test) * np.exp(-x_test)
closed_perp = -(1 + x_test + x_test**2) * np.exp(-x_test)
assert abs(mode_par - closed_par) < 1e-7
assert abs(mode_perp - closed_perp) < 1e-7

# --- Response formula against exact diagonalization ---
# Two two-level atoms coupled to two quantized modes, small couplings g.
toy_w = (1.0, 0.7)
toy_mode = (0.9, 1.6)
toy_field = ((0.8, 0.5), (0.6, -0.3))
levels = 6
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
excited = np.diag([0.0, 1.0])
dims = (2, 2, levels, levels)


def embed(operator, place):
    total = np.eye(1)
    for site, size in enumerate(dims):
        factor = operator if site == place else np.eye(size)
        total = np.kron(total, factor)
    return total


H_free = sum(toy_w[a] * embed(excited, a) for a in (0, 1))
H_free = H_free + sum(toy_mode[m] * embed(lower.T @ lower, 2 + m)
                      for m in (0, 1))
coupling = []
for a in (0, 1):
    field = sum(toy_field[a][m] * embed(lower + lower.T, 2 + m)
                for m in (0, 1))
    coupling.append(embed(flip, a) @ field)


def ground(gA, gB):
    H = H_free - gA * coupling[0] - gB * coupling[1]
    return np.linalg.eigvalsh(H)[0]


def cross_energy(g):
    return (ground(g, g) - ground(g, 0) - ground(0, g)
            + ground(0, 0)) / g**4


toy_exact = (4 * cross_energy(0.02) - cross_energy(0.04)) / 3


def toy_integrand(u):
    polar = [2 * e / (e**2 + u**2) for e in toy_w]
    green = sum(2 * toy_mode[m] * toy_field[0][m] * toy_field[1][m]
                / (toy_mode[m]**2 + u**2) for m in (0, 1))
    return polar[0] * polar[1] * green**2


toy_formula = -quad(toy_integrand, 0, np.inf)[0] / (2 * np.pi)
# Tolerance covers the remaining higher orders in the coupling.
assert abs(toy_exact / toy_formula - 1) < 1e-3

# --- Full potential against time-ordered two-photon exchange ---
R_test = 1000.0
photon = c * q / R_test
photons = (photon[:, None], photon[None, :])
vertices = [(a, p) for a in (0, 1) for p in (0, 1)]
orderings = np.zeros((len(q), len(q)))
for order in permutations(vertices):
    product = 1.0
    for done in (1, 2, 3):
        past = order[:done]
        energy = 0.0
        for label in (0, 1):
            if sum(v[0] == label for v in past) == 1:
                energy = energy + w[label]
            if sum(v[1] == label for v in past) == 1:
                energy = energy + photons[label]
        product = product * energy
    orderings += 1.0 / product
dipole2 = [alpha0[a] * w[a] / 2 for a in (0, 1)]


def exchange_energy(s2):
    density = c / np.pi * (q / R_test)**3 * dq / R_test
    density = density * np.exp(-s2 * q**2)
    par = density * angular_par
    perp = density * angular_perp
    total = par @ orderings @ par + 2 * (perp @ orderings @ perp)
    return -0.5 * dipole2[0] * dipole2[1] * total


# Extrapolate the cutoff to zero through second order in s2.
U_exchange = (8 * exchange_energy(s2_min) - 6 * exchange_energy(2*s2_min)
              + exchange_energy(4*s2_min)) / 3
U_formula = potential(R_test)
assert abs(U_exchange / U_formula - 1) < 1e-4

# --- London limit against zero-point energies of coupled oscillators ---
product0 = alpha0[0] * alpha0[1]
C6 = 1.5 * product0 * w[0] * w[1] / (w[0] + w[1])
R_static = 30.0
n = np.array([1.0, 2.0, 2.0]) / 3
T = (3 * np.outer(n, n) - np.eye(3)) / R_static**3
off = -np.sqrt(product0) * w[0] * w[1] * T
stiffness = np.block([[w[0]**2 * np.eye(3), off],
                      [off, w[1]**2 * np.eye(3)]])
zero_point = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(stiffness)))
shift = zero_point - 1.5 * (w[0] + w[1])
C6_oscillators = -shift * R_static**6
assert abs(C6_oscillators / C6 - 1) < 1e-4

# --- Near-zone and far-zone expansions against the full integral ---
W4 = product0 * (w[0] * w[1])**2 / (2 * c**2 * (w[0] + w[1]))
# R = 1 is a formal value that isolates the small-R expansion.
W4_numeric = potential(1.0) + C6
assert abs(W4_numeric / W4 - 1) < 0.02
C7 = 23 * c * product0 / (4 * np.pi)
R_far = 1e5
far_correction = 129/46 * (c/R_far)**2 * (1/w[0]**2 + 1/w[1]**2)
far_ratio = -potential(R_far) * R_far**7 / C7
assert abs(far_ratio - (1 - far_correction)) < 1e-6

# --- Worked example ---
R_cross = C7 / C6
R_half = brentq(lambda R: -potential(R) * R**6 / C6 - 0.5, 100, 1e5)

print(f"speed of light: {c:.6f} atomic units")
for a, name in enumerate("AB"):
    print(f"atom {name}: alpha(0) = {alpha0[a]:.1f} bohr^3, "
          f"w = {w[a]:.2f} hartree")
print(f"Green dyadic times R^3 at x = {x_test}:")
print(f"  parallel: mode sum {mode_par:.8f}, closed {closed_par:.8f}")
print(f"  perpendicular: mode sum {mode_perp:.8f}, "
      f"closed {closed_perp:.8f}")
print("two-level atoms and two modes, coefficient of gA^2 gB^2:")
print(f"  diagonalization {toy_exact:.6f}, formula {toy_formula:.6f}")
print(f"U at R = {R_test:.0f} bohr, in hartree:")
print(f"  time-ordered photon exchange {U_exchange:.7e}")
print(f"  imaginary-frequency integral {U_formula:.7e}")
print("weight exp(-2x)(3+6x+5x^2+2x^3+x^4)/3:")
for x in (0.5, 1.0, 2.0, 4.0):
    print(f"  x = {x:.1f}: {np.exp(-2*x) * polynomial(x) / 3:.5f}")
print(f"C6 closed form: {C6:.5f} hartree bohr^6")
print(f"C6 from oscillator zero-point energy at R = {R_static:.0f} bohr: "
      f"{C6_oscillators:.5f} hartree bohr^6")
print(f"W4 closed form: {W4:.5e} hartree bohr^4")
print(f"W4 from full integral: {W4_numeric:.5e} hartree bohr^4")
print(f"C7: {C7:.6e} hartree bohr^7")
print(f"crossing distance C7/C6: {R_cross:.2f} bohr "
      f"= {R_cross * bohr_nm:.3f} nm")
print(f"distance where U is half of London: {R_half:.2f} bohr "
      f"= {R_half * bohr_nm:.3f} nm")
print(f"far zone, R = {R_far:.0f} bohr: 1 - U/(-C7/R^7) = "
      f"{1 - far_ratio:.5e}, predicted {far_correction:.5e}")
print("R (bohr) | U (hartree) | U/(-C6/R^6) | U/(-C7/R^7) | "
      "local power n in R^-n")
step = 1e-3
for R in (100.0, 300.0, 1000.0, 3000.0, 10000.0, 100000.0):
    U = potential(R)
    power = -np.log(potential(R * np.exp(step))
                    / potential(R * np.exp(-step))) / (2 * step)
    print(f"{R:.0f} | {U:.5e} | {-U * R**6 / C6:.5f} | "
          f"{-U * R**7 / C7:.5f} | {power:.4f}")
print("no test failed")
```

It prints:

```
speed of light: 137.035999 atomic units
atom A: alpha(0) = 10.0 bohr^3, w = 0.50 hartree
atom B: alpha(0) = 40.0 bohr^3, w = 0.25 hartree
Green dyadic times R^3 at x = 1.3:
  parallel: mode sum 1.25364625, closed 1.25364625
  perpendicular: mode sum -1.08740185, closed -1.08740185
two-level atoms and two modes, coefficient of gA^2 gB^2:
  diagonalization -0.283214, formula -0.283214
U at R = 1000 bohr, in hartree:
  time-ordered photon exchange -6.3939642e-17
  imaginary-frequency integral -6.3939604e-17
weight exp(-2x)(3+6x+5x^2+2x^3+x^4)/3:
  x = 0.5: 0.92736
  x = 1.0: 0.76690
  x = 2.0: 0.40905
  x = 4.0: 0.05490
C6 closed form: 100.00000 hartree bohr^6
C6 from oscillator zero-point energy at R = 30 bohr: 100.00005 hartree bohr^6
W4 closed form: 2.21881e-04 hartree bohr^4
W4 from full integral: 2.20984e-04 hartree bohr^4
C7: 1.003258e+05 hartree bohr^7
crossing distance C7/C6: 1003.26 bohr = 53.090 nm
distance where U is half of London: 1545.50 bohr = 81.784 nm
far zone, R = 100000 bohr: 1 - U/(-C7/R^7) = 1.05292e-04, predicted 1.05325e-04
R (bohr) | U (hartree) | U/(-C6/R^6) | U/(-C7/R^7) | local power n in R^-n
100 | -9.84021e-11 | 0.98402 | 0.09808 | 6.0280
300 | -1.24752e-13 | 0.90944 | 0.27195 | 6.1401
1000 | -6.39396e-17 | 0.63940 | 0.63732 | 6.4849
3000 | -4.17213e-20 | 0.30415 | 0.90948 | 6.8410
10000 | -9.93004e-24 | 0.09930 | 0.98978 | 6.9799
100000 | -1.00315e-30 | 0.01003 | 0.99989 | 6.9998
no test failed
```
